# Wall slope, mean force and contact valley splitting in silicon inversion layers, part 1

(Sections cited here and not found follow in the second part.)

## First half: the slope theorem and what a contact splitting inherits from it

A Schrödinger–Poisson calculation of a silicon inversion layer delivers a potential, subband energies and envelope functions. To add the valley splitting from an interface constant, one must decide which field to multiply that constant by: the field at the surface, or an average over the electron's distribution. One must also decide whether the envelope's slope at the oxide has to be resolved on a fine mesh. Both decisions rest on an identity between that slope and the mean force on the electron.

### Setting and conventions

The interface normal is the $z$ axis, with silicon at $z>0$ and an impenetrable wall at $z=0$. Motion along $z$ has a constant effective mass $m$. Write

$$K=\frac{\hbar^2}{2m}.$$

The potential energy is $V(z)$, and $\langle A\rangle=\int_0^\infty A f^2\,dz$ is the mean in a normalized bound state $f$. A positive $dV/dz$ pushes the electron towards the wall. The quantity $\langle dV/dz\rangle$ is therefore the mean force towards the wall, and it is called the mean force below. For a uniform field of magnitude $F$ with this direction, $V=eFz$ with $e>0$. A field of 10 MV/m gives a force of 10 meV/nm.

The envelope obeys

$$-Kf''+(V-E)f=0,\qquad f(0)=0,\qquad \int_0^\infty f^2dz=1. \tag{1}$$

It can be taken real: equation (1) has real coefficients, and a one-dimensional bound state is nondegenerate.

### Theorem 1 (slope and mean force)

Let $V$ be finite and continuous at the wall and differentiable for $z>0$. Let $f'$ and $(V-E)f^2$ vanish at infinity, and let $V'f^2$ be integrable. Then every bound state satisfies

$$K\,f'(0)^2=\left\langle\frac{dV}{dz}\right\rangle. \tag{2}$$

**Proof.** Differentiate the combination $-Kf'^2+(V-E)f^2$ by the product rule:

$$\frac{d}{dz}\left[-Kf'^2+(V-E)f^2\right]
=-2Kf'f''+V'f^2+2(V-E)ff'.$$

The first and last terms share the factor $2f'$:

$$\frac{d}{dz}\left[-Kf'^2+(V-E)f^2\right]
=2f'\left[-Kf''+(V-E)f\right]+V'f^2=V'f^2. \tag{3}$$

The bracket vanished by equation (1). Now integrate from the wall to infinity. The upper limit contributes nothing by assumption. At the lower limit $(V-E)f^2$ vanishes, because $V(0)$ is finite and $f(0)=0$. What remains is

$$0-\left[-Kf'(0)^2\right]=\int_0^\infty V'f^2dz,$$

which is equation (2). ∎

The proof uses no perturbation theory and does not single out the ground state. It does need a constant mass in the well. If $m$ varied with $z$, equation (3) would acquire a term containing the derivative of the mass.

### Lemma 1 (displacing the wall)

If the wall stands at $z_w$ while $V(z)$ stays fixed, the energy of a bound state obeys

$$\frac{dE}{dz_w}=\left\langle\frac{dV}{dz}\right\rangle=Kf'(0)^2, \tag{4}$$

where the slope is taken at the wall.

**Proof.** Use the distance from the wall, $u=z-z_w$. The boundary condition is then at $u=0$ for every $z_w$, and the potential is $V(u+z_w)$. The Hamiltonian depends on $z_w$ through this potential alone. Its derivative is $V'(u+z_w)$, and the Hellmann–Feynman theorem gives the first equality. Theorem 1 gives the second. ∎

A stationary bound electron has no mean acceleration. The smooth potential pushes it towards the wall, and the wall pushes back equally. Equation (2) says that the second force is $K$ times the squared slope.

### Corollary 1 (triangular well)

For $V=eFz$ the force is the same everywhere, so its mean is $eF$ in every state:

$$f_n'(0)^2=\frac{eF}{K}=\frac{2meF}{\hbar^2},\qquad n=0,1,2,\ldots \tag{5}$$

Dimensional analysis gives part of this. Put $z=\ell x$ in equation (1). The kinetic and potential terms have equal coefficients when $K/\ell^2=eF\ell$, so

$$\ell=\left(\frac{K}{eF}\right)^{1/3}.$$

A normalized envelope has $f^2\sim1/\ell$ and hence $f'^2\sim1/\ell^3=eF/K$. This already shows linearity in $F$. The theorem adds that the numerical factor is one for every subband, although higher subbands extend further from the wall.

For a rounded silicon mass of $0.92\,m_e$, $K=0.0414$ eV nm². At 10 MV/m,

$$f_n'(0)^2=\frac{0.010\ \text{eV/nm}}{0.0414\ \text{eV nm}^2}\simeq0.242\ \text{nm}^{-3},\qquad \ell=1.61\ \text{nm}.$$

The three lowest energies, from a finite-difference diagonalization with a step of 0.02 nm, are 37.5, 65.6 and 88.7 meV. The energies differ by more than a factor of two, while the slopes agree.

### What is meant by a contact splitting

The two low valleys of a (001) silicon layer lie at wave numbers $\pm k_0$ along $z$. Suppose that they share the envelope $f$ and the subband energy $E_n$, and that the interface couples them. In the basis of the two valleys the Hamiltonian is

$$\begin{pmatrix}E_n&M\\M^*&E_n\end{pmatrix}.$$

Its eigenvalues satisfy $(E_n-E)^2=|M|^2$, so $E=E_n\pm|M|$ and the splitting is $E_{vs}=2|M|$. A diagonal shift common to both valleys would not alter it.

At a hard wall a coupling proportional to $f(0)^2$ vanishes. The first nonzero local measure of the envelope is its slope. Suppose, for example, that an intervalley potential $W(z)$ is confined to a thin layer $0<z<d$. To first order in $W$,

$$M=\int_0^d W(z)e^{-2ik_0z}f(z)^2dz
\simeq f'(0)^2\int_0^dW(z)e^{-2ik_0z}z^2dz, \tag{6}$$

because $f\simeq f'(0)z$ near the wall. The second integral belongs to the interface and does not contain the field.

The accuracy of this replacement follows from equation (1). It gives $f''(0)=0$ and $f'''(0)=[V(0)-E]f'(0)/K$. Hence

$$f^2\simeq f'(0)^2z^2\left[1-\frac{E-V(0)}{3K}z^2\right]. \tag{7}$$

Take one atomic layer, $z=0.136$ nm, and the ground state at 10 MV/m. The correction is $0.0375\times0.136^2/(3\times0.0414)\simeq0.006$, or 0.6 percent of the leading density.

A splitting will therefore be called contact-type at a hard wall if, to leading order,

$$E_{vs}=2w\,f'(0)^2, \tag{8}$$

where $w$ is a positive interface constant, of dimension energy times volume, that does not depend on the field. In the example, $w$ is the modulus of the last integral in equation (6).

### Theorem 2 (linearity of the contact splitting)

Under the assumptions of Theorem 1 and definition (8),

$$E_{vs}=\frac{2w}{K}\left\langle\frac{dV}{dz}\right\rangle
=\frac{4mw}{\hbar^2}\left\langle\frac{dV}{dz}\right\rangle. \tag{9}$$

In a triangular well $E_{vs}=(4mw/\hbar^2)\,eF$, the same for every subband.

**Proof.** Equation (2) gives $f'(0)^2=\langle V'\rangle/K$. Insert this in equation (8) and use $1/K=2m/\hbar^2$. The triangular case follows from $\langle V'\rangle=eF$. ∎

The slope theorem is exact for its Hamiltonian. The linearity of the splitting also needs the contact form, which is a leading-order statement. It fails if the field changes the interface constant, if the coupling extends over a depth comparable with the envelope, or if the splitting approaches the spacing of the subbands, so that different envelopes mix. Steps and disorder can make the phase of $M$ vary along the interface. One constant $w$ then no longer describes the whole area.

### A well whose force is not uniform

Consider the potential

$$V(z)=V_s\left(1-e^{-z/d_s}\right),\qquad V_s=0.3\ \text{eV},\quad d_s=15\ \text{nm}.$$

Its force at the surface is $V_s/d_s=20$ meV/nm and decreases with depth. Diagonalization on the same mesh gives:

| State | Energy (meV) | $Kf'(0)^2$ (meV/nm) | Mean force (meV/nm) |
|---|---:|---:|---:|
| 0 | 56.5 | 17.420 | 17.421 |
| 1 | 94.7 | 15.581 | 15.583 |
| 2 | 123.4 | 14.134 | 14.137 |

The slope was taken from the first mesh point, and the mean force from a sum over the whole envelope. They differ by at most 0.02 percent of the mean force. The ground-state energy was also differentiated numerically with respect to the wall position. The result is 17.421 meV/nm, as Lemma 1 requires.

By equation (9) the splitting here is smaller in the higher subbands, in proportion to the last column. Its independence of $n$ belongs to the uniform force. In a calculation, the mean force can be obtained from the computed density without differentiating the envelope at the wall.

### Lemma 2 (a finite barrier)

Replace the hard wall by a flat barrier of height $V_0$ at $z<0$, with the same mass, and let $V=eFz$ at $z>0$. For a bound state with $E<V_0$,

$$V_0f(0)^2=eF\,P_{\rm well},\qquad P_{\rm well}=\int_0^\infty f^2dz, \tag{10}$$

where $f$ is normalized over the whole line.

**Proof.** Equation (3) still holds in the well. Integrated from $0$ to infinity with $V(0^+)=0$, it gives

$$Kf'(0)^2+E f(0)^2=eF\,P_{\rm well}. \tag{11}$$

The second term on the left is now present because $f(0)\neq0$. In the barrier the decaying solution is $f=f(0)e^{\kappa z}$ with $K\kappa^2=V_0-E$. The slope is continuous for equal masses, so

$$Kf'(0)^2=K\kappa^2f(0)^2=(V_0-E)f(0)^2.$$

Inserted in equation (11), the terms in $E$ cancel and equation (10) remains. ∎

Let the interface couple the valleys by a delta function of strength $v$, so that $|M|=vf(0)^2$ to first order. Then

$$E_{vs}=2vf(0)^2=\frac{2v}{V_0}\,eF\,P_{\rm well}. \tag{12}$$

The departure from linearity, within first order in $v$, is the probability lost to the barrier. For $V_0=3$ eV and 10 MV/m, matching an Airy function to the barrier exponential gives $f(0)^2=0.00333$ nm⁻¹ and $P_{\rm well}=0.9998$. The product $V_0f(0)^2$ is 9.998 meV/nm, against a force of 10 meV/nm.

For a high barrier $P_{\rm well}\simeq1$ and $eF\simeq Kf_{\rm hw}'(0)^2$, where $f_{\rm hw}$ is the hard-wall envelope. Equation (12) then has the form (8) with

$$w=\frac{vK}{V_0}=\frac{\hbar^2v}{2mV_0}. \tag{13}$$

This identification has a limit. The two combinations of valleys see delta strengths $+v$ and $-v$. Integrating the Schrödinger equation across the delta function gives

$$f'(0^+)=\left(\kappa\pm\frac{v}{K}\right)f(0).$$

First-order theory therefore needs $v\ll K\kappa$. If $V_0$ is raised at fixed $v$, the splitting tends to zero. If $v/V_0$ is held fixed instead, $v$ grows as $V_0$ while $K\kappa$ grows as $\sqrt{V_0}$, and the condition eventually fails. Equation (13) therefore describes a high but finite barrier.

If the barrier has a different mass $m_b$, put $K_b=\hbar^2/2m_b$. Current conservation requires $Kf'(0^+)=K_bf'(0^-)$, and the barrier exponential gives $K_bf'(0^-)^2=(V_0-E)f(0)^2$. Thus

$$Kf'(0^+)^2=\frac{K_b^2f'(0^-)^2}{K}=\frac{m}{m_b}(V_0-E)f(0)^2,$$

where $K_b/K=m/m_b$. Equation (11) becomes

$$\left[\frac{m}{m_b}(V_0-E)+E\right]f(0)^2=eF\,P_{\rm well}. \tag{14}$$

The energy no longer cancels. For $E\ll V_0$ the contact density, and with it $w$ in equation (13), is multiplied by $m_b/m$. The contact density acquires a weak extra dependence on field and subband, which is small when $E\ll V_0$ and the mass ratio is of order one.

## Second half: a microscopic hard wall and the inversion layer

The symbols carried over are these. $K=\hbar^2/2m$, $V(z)$ is the smooth potential, and $\langle V'\rangle$ is the mean force towards the wall. A hard-wall envelope satisfies $Kf'(0)^2=\langle V'\rangle$, which is also the rate at which its energy rises when the wall moves into the well. A contact splitting has the form $E_{vs}=2wf'(0)^2$ and therefore equals $2w\langle V'\rangle/K$. So far $w$ has been a given constant. The following model has two valleys and a hard wall, and it determines $w$.

### The two-valley chain

Let sites $j=1,2,\ldots$ lie at $z=ja$, with one orbital per site and amplitude $\psi_j$. Put $c=\cos\varphi_0$ and $s=\sin\varphi_0$, with $0<\varphi_0<\pi$. The equation at each site is

$$t\left[\psi_{j+2}+\psi_{j-2}-4c(\psi_{j+1}+\psi_{j-1})+(2+4c^2)\psi_j\right]+V(ja)\psi_j=E\psi_j, \tag{15}$$

with $t>0$ and the wall conditions

$$\psi_0=\psi_{-1}=0. \tag{16}$$

Two conditions are needed because the hopping reaches two sites.

For $V=0$ and $\psi_j=e^{i\varphi j}$ the band energy is

$$t\left[2\cos2\varphi-8c\cos\varphi+2+4c^2\right]=4t(\cos\varphi-c)^2, \tag{17}$$

since $2\cos2\varphi+2=4\cos^2\varphi$. Its minima are at $\varphi=\pm\varphi_0$. Near the positive one put $\varphi=\varphi_0+q$. Then $\cos\varphi-c=-sq-\tfrac12cq^2+O(q^3)$, and the square gives

$$4t(\cos\varphi-c)^2=4ts^2q^2+4tsc\,q^3+O(q^4). \tag{18}$$

With $q=ka$, the quadratic term equals $Kk^2$ if

$$K=4ts^2a^2. \tag{19}$$

At a hard wall, the squared envelope slope times $K$ equals the mean force, so a contact splitting is proportional to that force. It remains to solve the two-valley chain just set up for the interface constant $w$, and to apply the result to an inversion layer.
